# Kramers Degeneracy of an Odd-Electron Organotin Radical, Derived Two Ways

Place a charge of $-0.5\,e$ at 3.03 Å from the tin atom of the radical CH$_3$Sn, off the molecular axis and outside the mirror planes, so that no spatial symmetry survives. In the calculation described below, the two lowest levels are then 0.4669 eV apart, yet each still consists of two states, equal in energy to within $5\times10^{-12}$ eV. With the spin-orbit coupling made ten times stronger, the gap grows to 1.5453 eV and the pairs stay together to within $4\times10^{-11}$ eV. Remove one electron, keep the charge and the original coupling, and the pairs are gone: the first excited levels of the cation lie at 2.239, 2.247 and 2.269 eV, each a single state.

What survives in the radical is a symmetry that is not spatial.

## The statement and its conditions

Let $H$ describe $N$ electrons in the electrostatic field of fixed nuclei and any other static charges, with spin-orbit coupling of any strength and no magnetic field. Nuclear spins are left out. **If $N$ is odd, every discrete energy level has even degeneracy, hence at least two.** Neutral CH$_3$Sn has $50+6+3=59$ electrons.

The restriction on nuclear spins matters: a real radical can have its levels split by them, as shown later. The theorem also gives no protection to orbital degeneracy.

## Time reversal and the Hamiltonian

Atomic units are used in the algebra, with $\mathbf s=\boldsymbol\sigma/2$. Let $K$ be complex conjugation of wavefunctions written in position and $s_z$. Define

$$T=UK,\qquad U=\prod_{j=1}^{N}(-i\sigma_y^{(j)}),\qquad -i\sigma_y=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.$$

The product treats all electrons alike, so $T$ preserves antisymmetry. Three properties follow.

**Action on operators.** Positions are real and unchanged. Since $\mathbf p=-i\nabla$, conjugation gives $T\mathbf pT^{-1}=-\mathbf p$. For spin, $\sigma_x$ and $\sigma_z$ are real and anticommute with $\sigma_y$, while $\sigma_y$ is imaginary and commutes with itself. Each therefore changes sign once, and $T\mathbf sT^{-1}=-\mathbf s$. Numbers are conjugated: $TiT^{-1}=-i$.

**Antiunitarity.** $U$ is unitary, so

$$\langle Ta|Tb\rangle=\langle Ka|Kb\rangle=\langle a|b\rangle^*. \tag{1}$$

**Square.** The matrix $-i\sigma_y$ is real and squares to $-1$, so

$$T^2=UKUK=UU^*=(-1)^N. \tag{2}$$

Now examine $H$. Kinetic energy is quadratic in momenta, and the Coulomb terms are real functions of position; both commute with $T$. Spin-orbit coupling enters relativistic theory through $(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)$. From $\sigma_a\sigma_b=\delta_{ab}+i\varepsilon_{abc}\sigma_c$,

$$(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p\cdot V\mathbf p+i\varepsilon_{abc}\,\sigma_c\,p_aVp_b .$$

Write $p_aVp_b=Vp_ap_b-i(\partial_aV)p_b$. The first part is symmetric in $a,b$ and vanishes against $\varepsilon_{abc}$. The second carries $i(-i)=1$, leaving

$$\boldsymbol\sigma\cdot(\nabla V\times\mathbf p). \tag{3}$$

This has a real coefficient and two factors that change sign, so it commutes with $T$ whatever its strength. The coupling of one electron's spin to another's motion also contains one spin and one momentum, and spin-spin coupling contains two spins. Hence

$$THT^{-1}=H. \tag{4}$$

An external magnetic field breaks this. It replaces $\mathbf p$ by $\mathbf p+\mathbf A/c$ for an electron of charge $-1$, and the term linear in $\mathbf p$ changes sign while the externally fixed $\mathbf A$ does not.

## First derivation: every state has a partner

Let $Ha=Ea$ with $a$ normalized. Since $E$ is real, (4) gives

$$H(Ta)=T(Ha)=E\,(Ta),$$

so $Ta$ has the same energy. It might still be $a$ times a phase. To decide, apply (1) to the pair $a$, $Ta$, then use (2):

$$\langle a|Ta\rangle=\langle Ta|T^2a\rangle^*=(-1)^N\langle Ta|a\rangle^*=(-1)^N\langle a|Ta\rangle. \tag{5}$$

For odd $N$ the overlap equals its own negative and vanishes. The level therefore contains two orthogonal states.

To see that the degeneracy is even, let $P$ be the span of $a$ and $Ta$. For odd $N$,

$$T(\alpha a+\beta Ta)=\alpha^*Ta-\beta^*a,$$

so $T$ maps $P$ onto itself. Take any further state $b$ of the level, orthogonal to $P$. Each $p$ in $P$ can be written $p=Tq$ with $q$ in $P$, so $\langle Tb|p\rangle=\langle Tb|Tq\rangle=\langle b|q\rangle^*=0$. Thus $b$ and $Tb$ form a new pair orthogonal to the first. Repetition exhausts a level of finite degeneracy in pairs.

For even $N$, (5) reads $\langle a|Ta\rangle=\langle a|Ta\rangle$ and forbids nothing. For a random three-electron state the computed $|\langle a|Ta\rangle|$ is $1\times10^{-17}$; for a random two-electron state it is 0.062.

## Second derivation: antisymmetric matrices have even rank

The same result follows without constructing a partner. Take a finite orthonormal basis of dimension $D$ whose span is mapped onto itself by $T$. On a column of coefficients, $T$ acts as $v\to Uv^*$, where $U$ is now a $D\times D$ unitary matrix. Equations (4) and (2) become

$$UH^*=HU,\qquad UU^*=(-1)^N. \tag{6}$$

Unitarity gives $U^{-1}=U^\dagger$, so the second relation says $U^*=(-1)^NU^\dagger$. Its complex conjugate is

$$U=(-1)^NU^{\mathsf T}. \tag{7}$$

For real $E$ define $F(E)=(H-E)U$. Because $H$ is Hermitian, $H^{\mathsf T}=H^*$, and

$$F^{\mathsf T}=U^{\mathsf T}(H^*-E)=(-1)^NU(H^*-E)=(-1)^N(H-E)U=(-1)^NF. \tag{8}$$

For odd $N$, $F(E)$ is antisymmetric at every $E$.

An antisymmetric matrix $M$ has even rank. If $M\neq0$, reorder the basis so that $m=M_{12}\neq0$ and write

$$M=\begin{pmatrix}mJ&B\\-B^{\mathsf T}&C\end{pmatrix},\qquad J=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad S=\begin{pmatrix}1&-(mJ)^{-1}B\\0&1\end{pmatrix}.$$

The inverse of $mJ$ is antisymmetric too, and multiplication gives

$$S^{\mathsf T}MS=\begin{pmatrix}mJ&0\\0&C+B^{\mathsf T}(mJ)^{-1}B\end{pmatrix}.$$

$S$ is invertible, so the rank is unchanged. The first block has rank 2, and the second is again antisymmetric. Repeating the step removes two units of rank each time until a zero block remains.

Two applications finish the proof. By (7), $U$ itself is antisymmetric for odd $N$; being invertible it has rank $D$, so $D$ is even. And since $U$ is invertible, $H-E$ has the rank of $F(E)$, which is even. The degeneracy of $E$ is

$$\dim\ker(H-E)=D-\operatorname{rank}F(E), \tag{9}$$

a difference of two even numbers.

For even $N$, $F$ is symmetric and its rank is free. The example shows this by counting. Seven orbitals provide 14 spin-orbitals. Three electrons give $14\cdot13\cdot12/6=364$ states, an even number; two electrons give $14\cdot13/2=91$. An odd total cannot be divided into levels that are all of even degeneracy.

Neither proof used the form of the interaction beyond (4). This was tested with random Hermitian matrices made invariant under $T$, with elements of order one. For three electrons the largest gap within a pair was $3\times10^{-13}$; for two electrons the smallest gap between neighbouring levels was 0.03.

## The radical in numbers

The model radical has Sn–C and C–H lengths of 2.20 and 1.09 Å and an Sn–C–H angle of 110°. Orbitals come from a scalar-relativistic Hartree-Fock calculation on the closed-shell cation. Three electrons are then distributed in all ways over seven of these orbitals, with one-electron spin-orbit coupling included. The coupling is taken as the difference between the full and the spin-free two-component Hamiltonians; this difference also holds a spin-free remainder of a few meV, which is scaled along with it. The orbitals and the core are held fixed when the charge is added. The spin-orbit operator was checked on the one-electron tin ion. In Dirac theory its 2s and 2p$_{1/2}$ levels coincide, 308.9 eV below 2p$_{3/2}$. In the finite basis, the distance from the mean of those two levels to 2p$_{3/2}$ came out as 306.5 eV, 0.8% less.

The unpaired electron occupies a pair of tin 5p orbitals perpendicular to the Sn–C axis, which is $z$. Without spin-orbit coupling the symmetric molecule has a fourfold lowest level: two orbitals times two spins. Spin-orbit coupling splits it into two doublets 0.2220 eV apart. The theorem allows this, since four is not protected and two is.

With the charge present, a two-orbital model accounts for the gap at the original coupling. Within the pair, treated as pure p orbitals on tin, the orbital angular momentum has only a $z$ component, $\ell_z=\begin{pmatrix}0&-i\\i&0\end{pmatrix}$. Choose the transverse axes so that the charge separates the orbitals by $\delta$, and let the coupling be $\tfrac12\zeta\,\ell_z\sigma_z$. For $\sigma_z=\pm1$,

$$h_\pm=\frac12\begin{pmatrix}\delta&\mp i\zeta\\\pm i\zeta&-\delta\end{pmatrix},\qquad h_\pm^2=\frac{\delta^2+\zeta^2}{4}. \tag{10}$$

Both spin signs give the energies $\pm\Delta/2$ with $\Delta=\sqrt{\delta^2+\zeta^2}$: two doublets. At $\delta=0$ the gap is $\zeta=0.2220$ eV; at $\zeta=0$ it is $\delta$, computed as 0.4139 eV. Both values are read from the seven-orbital calculation, so they are effective parameters that already contain some mixing with other orbitals. Together they predict

$$\Delta=\sqrt{0.4139^2+0.2220^2}\ \text{eV}=0.470\ \text{eV},$$

against the computed 0.4669 eV. At ten times the coupling the model gives 2.26 eV, far above the computed 1.5453 eV. The formula is exact for one electron confined to the pair, so states that involve other orbitals must be responsible; their separate contributions were not isolated. The approximate model fails there; the twofold degeneracy does not.

## What can split a doublet

Let $O$ be Hermitian with $TOT^{-1}=\eta O$, $\eta=\pm1$. In the doublet formed by $a$ and $Ta$, with $N$ odd,

$$\langle Ta|O|Ta\rangle=\eta\langle Ta|T(Oa)\rangle=\eta\langle a|O|a\rangle,$$

$$\langle a|O|Ta\rangle=\langle Ta|TOTa\rangle^*=-\eta\langle Ta|O|a\rangle^*=-\eta\langle a|O|Ta\rangle.$$

The first line uses (1) and the reality of a diagonal element; the second uses $TOTa=\eta OT^2a=-\eta Oa$. For $\eta=+1$ the diagonal elements are equal and the others vanish, so an electric dipole acts as a plain number. For $\eta=-1$ the trace vanishes and a linear splitting is allowed.

A magnetic field couples to $\mathbf L+g_e\mathbf s$, which has $\eta=-1$. To estimate the splitting, set $\tan\chi=\zeta/\delta$. The lower eigenvectors of $h_\pm$ are

$$\phi_\pm=\begin{pmatrix}\pm i\sin(\chi/2)\\\cos(\chi/2)\end{pmatrix},\qquad\langle\ell_z\rangle_\pm=\mp\sin\chi=\mp\frac{\zeta}{\Delta},\qquad\langle\phi_+|\phi_-\rangle=\cos\chi=\frac{\delta}{\Delta}.$$

Along $z$ the orbital moment opposes the spin moment. Across $z$ the spin operator connects $\phi_+$ with $\phi_-$ and is reduced by their overlap. With a splitting written as $g\mu_BB$,

$$g_z=g_e-\frac{2\zeta}{\Delta}=2.002-0.945=1.06,\qquad g_\perp=g_e\frac{\delta}{\Delta}=2.00\times0.881=1.76. \tag{11}$$

With $\mathbf L$ taken about the tin nucleus, the full calculation gives 1.10 along $z$ and 1.81 and 1.76 along $x$ and $y$, which are not the principal axes once the charge is present. These values depend on the origin chosen for $\mathbf L$, because the orbital space is small and the field-dependent part of the spin-orbit term is left out; the comparison with (11) is made for the origin at tin. In a field of 1 T the doublet splits by 63 to 105 µeV along these three axes.

**A single spin-1/2 nucleus** also ends the protection. Each such nucleus contributes another factor $-1$ to the square of total time reversal. With one of them and $N$ odd the square is $+1$, although no external field acts. With two it is $-1$ again, and the levels of electrons and nuclei together are paired. As an illustration, take a model coupling $a\,\mathbf S\cdot\mathbf I$ with $a=20$ µeV, a rough size for tin-centred radicals whose unpaired electron has s character at tin. In CH$_3$Sn that electron occupies p orbitals with a node at the nucleus, so the real coupling is mainly orbital and dipolar; the numbers below show the pattern of splitting and do not predict its size. Inside the doublet, the component along $z$ keeps its strength $A_z=a$, and the transverse ones become $A_\perp=a\delta/\Delta=17.6$ µeV. Parallel spins have energy $A_z/4$, twice. Opposed spins are exchanged by the transverse coupling, giving $-A_z/4\pm A_\perp/2$. Measured from the lowest, the levels are

$$0,\qquad A_\perp=17.6,\qquad \tfrac12(A_z+A_\perp)=18.8\ \text{µeV (twice)}.$$

The full calculation gives 0, 17.67, 18.79 and 18.83 µeV. If the transverse couplings $A_x$ and $A_y$ differ, the two parallel-spin states are connected by a matrix element $(A_x-A_y)/4$ and split by $|A_x-A_y|/2$. This is the small last gap; in this calculation all four levels are single.

## What each derivation assumes

Both derivations need $H$ to be Hermitian and invariant under $T$, and both need $T^2=-1$. They differ in the space they need.

The first works with one level at a time. It requires a normalizable eigenstate but no finite basis, so it applies to the bound states of the actual differential operator. It also supplies the partner state, from which the selection rules for electric and magnetic perturbations follow.

The second requires a finite space closed under $T$. In return it settles the parity of every degeneracy at once, including that of the whole space. It also shows what a numerical calculation must respect: a basis that includes a spin-up orbital but omits its spin-down partner is not closed, and the proof does not apply. The present basis gives both spins to each real orbital, and the elements of $THT^{-1}-H$ are at most $6\times10^{-12}$ eV.

Neither derivation covers the orbital energies of a spin-polarized mean-field calculation. Its effective one-electron operator contains the spin density, which changes sign under $T$, so (4) fails for that operator even though it holds for the true $H$.

## The model beside a real resist

Organotin resists contain tin-oxo units carrying organic groups, and breaking an Sn–C bond can leave a radical. CH$_3$Sn is a bare fragment with far fewer neighbours than tin has in such a film, so its 0.2220 eV gap should not be assigned to a resist. Within the model, reducing the spin-orbit coupling by $2/Z=4\%$ lowers the gap to 0.2135 eV. This is a low allowance for screening by other electrons: the mean-field two-electron terms screen the tin 5p coupling by about 7%, which would lower the gap further. Separately, using three active orbitals gives 0.2213 eV. Most electron correlation and the relaxation of the orbitals are omitted, and the nuclei are held at the assumed geometry. The point charge produces a bare field of 78 MV/cm at tin. This is the local field of a nearby charge; a field of that strength applied across an ordinary insulating film would exceed its breakdown field, which is of order 10 MV/cm or less.

A film breaks the assumption of isolation from other spins. Roughly one tin nucleus in six has spin 1/2, and the three protons of CH$_3$ already make the total count even when tin has none. For the tin coupling used here, the hyperfine splittings are of order 20 µeV or less; the proton couplings were not estimated. Two radicals 1 nm apart form an even-electron system with a dipolar energy scale of 0.2 µeV; their exchange coupling depends on orbital overlap and was not estimated. The estimated hyperfine and dipolar splittings are small beside the thermal energy of 0.026 eV at 300 K. Where exchange is weak too, both members of a doublet are almost equally populated at equilibrium. The numerical output below lists the computed values.

## Calculated quantities

```
Sn-C, C-H lengths: 2.20, 1.09 angstrom
Sn-C-H angle: 110 degrees
point charge: -0.5 e at [ 2.6  1.  -1.2] angstrom from Sn
its distance from Sn: 3.03 angstrom
its bare field at Sn: 78 MV/cm
one-electron Sn ion 2p splitting, basis: 306.5 eV
same from Dirac formula: 308.9 eV
basis functions: 114; active orbitals: 7
three-electron states: 364; two-electron: 91
|<a|Ta>| random state, N=3: 1.1e-17
|<a|Ta>| random state, N=2: 0.062
random T-even H, N=3, largest pair gap: 3.3e-13 (no unit)
random T-even H, N=2, smallest gap: 2.9e-02 (no unit)
no spin-orbit, symmetric: spread of lowest 4: 1.8e-12 eV
spin-orbit, symmetric: gap of lowest doublets: 0.2220 eV
  largest splitting inside any doublet: 5.0e-12 eV
with charge, spin-orbit x0: doublet gap 0.4139 eV, largest inner splitting 1.3e-13 eV
with charge, spin-orbit x1: doublet gap 0.4669 eV, largest inner splitting 4.4e-12 eV
with charge, spin-orbit x3: doublet gap 0.7277 eV, largest inner splitting 1.4e-11 eV
with charge, spin-orbit x10: doublet gap 1.5453 eV, largest inner splitting 3.7e-11 eV
largest element of T H T^-1 - H: 5.6e-12 eV
cation, lowest 7 levels above ground (eV):
  0.00000 2.23909 2.24721 2.26894 2.63932 2.70245 2.70422
  smallest gap among them: 1.77e-03 eV
dipole, departure from identity in doublet: 1.5e-13 e bohr
splitting in 1 T along x: 105.00 micro-eV, effective g 1.814
splitting in 1 T along y: 101.96 micro-eV, effective g 1.762
splitting in 1 T along z: 63.44 micro-eV, effective g 1.096
model hyperfine coupling (rough): 20 micro-eV
four lowest electron-nuclear levels (micro-eV): 0.000 17.670 18.786 18.834
doublet gap with spin-orbit screened by 2/Z: 0.2135 eV
doublet gap with 3 active orbitals: 0.2213 eV
dipolar scale, two radicals 1 nm apart: 0.215 micro-eV
thermal energy at 300 K: 0.0259 eV
```
